# First-order change of TE zero-order grating reflection from Lorentz reciprocity

Let a grating of period \(P\) along \(x\), uniform along \(y\), be lit by a wave polarized along \(y\) (transverse-electric, TE). If its relative permittivity changes from \(\varepsilon(x,z)\) to \(\varepsilon+\delta\varepsilon\), the zero-order reflection amplitude changes, to first order, by

\[
\delta r=\frac{i k_0^2}{2k_zP}\int_{\rm cell}\delta\varepsilon(x,z)\,E(x,z)\,\tilde E(x,z)\,dx\,dz .
\tag{1}
\]

Here \(E\) is the field of the unperturbed grating for the actual incidence, and \(\tilde E\) is its field when the light arrives back along the specular beam. Neither field is complex-conjugated, and absorption is allowed.

The conventions behind the factor \(i\) are these. Fields vary as \(e^{-i\omega t}\), \(z\) points upward, and the incident wave has unit amplitude, \(e^{ik_xx-ik_zz}\), with \(k_0=\omega/c=2\pi/\lambda\), \(k_x=k_0\sin\theta\) and \(k_z=k_0\cos\theta>0\). The specular wave is \(r\,e^{ik_xx+ik_zz}\), so the phase of \(r\) refers to the fixed plane \(z=0\). The reversed wave must travel along \((-k_x,-k_z)\), so \(\tilde E\) belongs to unit incidence \(e^{-ik_xx-ik_zz}\). Air lies above the grating and a homogeneous substrate of permittivity \(\varepsilon_s\) below. All media are non-magnetic with scalar permittivity. The change \(\delta\varepsilon\) has period \(P\) and is confined to a layer of finite height.

Let primes mark the perturbed problem with the original incidence, and tildes the unperturbed problem with reversed incidence. Maxwell's equations read

\[
\nabla\times\mathbf E'=i\omega\mu_0\mathbf H',\qquad
\nabla\times\mathbf H'=-i\omega\varepsilon_0(\varepsilon+\delta\varepsilon)\mathbf E',
\]

and the same for the tilde fields with \(\delta\varepsilon=0\). From \(\nabla\cdot(\mathbf A\times\mathbf B)=\mathbf B\cdot\nabla\times\mathbf A-\mathbf A\cdot\nabla\times\mathbf B\),

\[
\begin{aligned}
\nabla\cdot(\mathbf E'\times\tilde{\mathbf H}-\tilde{\mathbf E}\times\mathbf H')
={}&i\omega\mu_0\tilde{\mathbf H}\cdot\mathbf H'+i\omega\varepsilon_0\varepsilon\,\mathbf E'\cdot\tilde{\mathbf E}\\
&-i\omega\mu_0\mathbf H'\cdot\tilde{\mathbf H}-i\omega\varepsilon_0(\varepsilon+\delta\varepsilon)\tilde{\mathbf E}\cdot\mathbf E'\\
={}&-i\omega\varepsilon_0\,\delta\varepsilon\,\mathbf E'\cdot\tilde{\mathbf E}.
\end{aligned}
\]

This is the Lorentz reciprocity identity. The terms in \(\varepsilon\) cancel whether or not \(\varepsilon\) is real, because no conjugate was taken.

For \(\mathbf E=\hat{\mathbf y}E(x,z)\), the first Maxwell equation gives \(\mathbf H=(-\partial_zE,0,\partial_xE)/(i\omega\mu_0)\). Hence \(\mathbf E'\times\tilde{\mathbf H}=E'\nabla\tilde E/(i\omega\mu_0)\), and likewise with the fields exchanged. Multiplying the identity by \(-i\omega\mu_0\), and using \((-i\omega\mu_0)(-i\omega\varepsilon_0)=-k_0^2\), gives

\[
\nabla\cdot(\tilde E\nabla E'-E'\nabla\tilde E)=-k_0^2\,\delta\varepsilon\,E'\tilde E .
\tag{2}
\]

Now integrate (2) over one period, between a height \(z_t\) above the grating and a height \(z_b\) below both the grating and the change. Material interfaces add nothing, since \(E\) and its normal derivative are continuous there: these are the tangential electric and magnetic fields. The side walls cancel as well. Over one period \(E'\) gains the factor \(e^{ik_xP}\) and \(\tilde E\) gains \(e^{-ik_xP}\), so the vector in (2) is periodic, while the outward normals of the two walls are opposite. With \(W=\tilde E\,\partial_zE'-E'\,\partial_z\tilde E\), what remains is

\[
\int_0^P W(z_t)\,dx-\int_0^P W(z_b)\,dx=-k_0^2\int\delta\varepsilon\,E'\tilde E\,dx\,dz .
\tag{3}
\]

Below the grating, let \(G=2\pi/P\) and write

\[
E'=\sum_m t'_m e^{i(k_x+mG)x-iq_mz},\qquad
\tilde E=\sum_m\tilde t_m e^{-i(k_x+mG)x-iq_mz}.
\]

Both sums contain the same \(q_m=\sqrt{k_0^2\varepsilon_s-(k_x+mG)^2}\), since the lateral wave number enters squared. Integration over \(x\) keeps only equal indices, and each such pair contributes \(P\,\tilde t_mt'_m(-iq_m+iq_m)e^{-2iq_mz_b}=0\). The lower boundary term therefore vanishes, also for evanescent orders and an absorbing substrate. Above the grating the orders \(m\ne0\) cancel in the same way, as both factors are outgoing.

Order zero also contains the incident waves. With \(u=e^{ik_zz}\), the \(z\)-dependent parts are \(u^{-1}+r'u\) for \(E'\) and \(u^{-1}+\tilde ru\) for \(\tilde E\). Then

\[
\begin{aligned}
\frac1P\int_0^PW\,dx
&=ik_z\left[(u^{-1}+\tilde ru)(-u^{-1}+r'u)-(u^{-1}+r'u)(-u^{-1}+\tilde ru)\right]\\
&=ik_z\left[(-u^{-2}+r'-\tilde r+\tilde rr'u^2)-(-u^{-2}+\tilde r-r'+r'\tilde ru^2)\right]\\
&=2ik_z(r'-\tilde r).
\end{aligned}
\]

Equation (3) thus becomes \(2ik_zP(r'-\tilde r)=-k_0^2\int\delta\varepsilon E'\tilde E\). Setting \(\delta\varepsilon=0\) turns \(r'\) into \(r\) and gives \(\tilde r=r\): the specular amplitude is the same from both sides, even for an asymmetric, absorbing profile. Since \(-1/i=i\),

\[
r'-r=\frac{ik_0^2}{2k_zP}\int_{\rm cell}\delta\varepsilon\,E'\tilde E\,dx\,dz .
\tag{4}
\]

No approximation has been made so far. The perturbed field obeys \(E'=E+k_0^2\,\mathcal G\,\delta\varepsilon\,E'\), where \(\mathcal G\) gives the outgoing field radiated by a source in the unperturbed grating. If the unperturbed problem has a unique solution, \(\mathcal G\) is bounded, so \(E'=E+O(\delta\varepsilon)\). Inserting this in (4) gives (1), with a remainder of second order. Near a sharp guided resonance \(\mathcal G\) is large, and the allowed change shrinks accordingly.

The physical reading is direct. The change \(\delta\varepsilon\), driven by \(E\), acts as an added polarization, and \(\tilde E\) measures how strongly a source at that point radiates into the specular beam. In empty space \(E\tilde E=e^{-2ik_zz}\), and (1) reduces to the Born amplitude, the Fourier component of \(\delta\varepsilon\) at vertical wave number \(2k_z\). In general, two field solutions suffice for the derivatives with respect to any number of profile parameters.

A thin uniform film on a bare substrate gives a case that can be solved another way. Let the film occupy \(0<z<t\), with permittivity \(\varepsilon_f\). On the surface \(E\tilde E=(1+r)^2\), so (1) gives the first form below. With \(q_s=q_0\) and \(1+r=2k_z/(k_z+q_s)\), the second follows:

\[
\delta r=\frac{ik_0^2(\varepsilon_f-1)t}{2k_z}(1+r)^2
=\frac{2ik_zk_0^2(\varepsilon_f-1)t}{(k_z+q_s)^2}.
\tag{5}
\]

For the other route, let \(Y=\partial_zE/E\), which is \(-iq_s\) at the substrate surface. In a layer with vertical wave number \(q\), \(\partial_z^2E=-q^2E\) gives \(\partial_zY=-q^2-Y^2\). Replacing an air layer of thickness \(t\) by the film therefore changes \(Y\) at its top by \(\delta Y=-k_0^2(\varepsilon_f-1)t\) to first order. Matching to the waves in air gives \(r=(Y+ik_z)/(ik_z-Y)\), hence \(dr/dY=2ik_z/(ik_z-Y)^2=-2ik_z/(k_z+q_s)^2\). The product of the two factors is (5). Referring the phase to \(z=0\) instead of \(z=t\) alters it only at order \(t^2\). Equation (5) also shows that the factor \(1/k_z\) in (1) need not cause a divergence at grazing incidence: for fixed \(q_s\ne0\) the surface fields vanish in proportion to \(k_z\), and so does \(\delta r\).

Profile metrology needs the effect of a moving wall. Let a vertical right-hand wall of a line of permittivity \(\varepsilon_l\) in air move outward by \(s\). The contrast \(\varepsilon_l-1\) is not small, but the altered strip is thin, and the field it radiates is of order \(s\). As \(E\) is continuous across the wall, its wall value can be used throughout the strip. A left-hand wall moving to the right removes material, so its sign is opposite:

\[
\frac{\partial r}{\partial x_R}=C(\varepsilon_l-1)I_R,\quad
\frac{\partial r}{\partial x_L}=-C(\varepsilon_l-1)I_L,\quad
I=\int_{\rm wall}E\tilde E\,dz,\quad C=\frac{ik_0^2}{2k_zP}.
\tag{6}
\]

An electric field normal to the wall would jump there, so this step cannot be carried over unchanged to the other polarization. The reflectance \(R=|r|^2\) changes by \(\delta R=2\,{\rm Re}(r^*\delta r)\) to first order.

Two symmetries restrict the overlaps. Shifting the whole grating by \(s\) turns the field into \(e^{ik_xs}E(x-s,z)\), which has the same unit incidence and the same \(r\). Hence \(\sum I_R=\sum I_L\) when all walls are summed. The same shift rules out the product \(E^2\) in place of \(E\tilde E\): it acquires the factor \(e^{2ik_xs}\), so the computed derivative would depend on the choice of origin, although the true one does not. Secondly, if the profile has a mirror plane \(x=c\), then

\[
\tilde E(x,z)=e^{-2ik_xc}E(2c-x,z),
\]

where the phase factor restores unit incidence. Then \(E\tilde E\) is even about \(c\), \(I_R=I_L\) at every height, and leaning the line, which shifts each slice sideways, has no first-order effect. In fact \(r\) is even in the lean \(a\): mirroring gives \(r(a;k_x)=r(-a;-k_x)\), and reciprocity turns this into \(r(-a;k_x)\). For a line that is symmetric apart from its lean, the TE zero order in this geometry cannot reveal the direction of leaning.

For a worked example take silicon lines on silicon with \(P=100\) nm, \(\lambda=500\) nm and \(\theta=65^\circ\). The index \(4.3+0.07i\) is a rough typical value. Each line is 80 nm high, with its top at \(z=0\), and consists of four 20 nm steps. From the top, their walls stand at 32 and 66, 28 and 64, 24 and 62, and 20 and 60 nm, so the widths grow from 34 to 40 nm while the line leans. The fields come from a Fourier modal solution with 41 orders. Its amplitude \(r=-0.7807-0.0294i\) differs by less than \(10^{-6}\) from that of a separate real-space difference solution extrapolated from 2 and 1 nm cells. The reflectance is 0.610; a fraction 0.051 of the incident power is absorbed in the lines and 0.339 enters the substrate. Reversed incidence gives the same \(r\) to all printed digits, although the fields differ: at \(x=46\) nm, \(z=-30\) nm they are \(-0.039+0.360i\) and \(0.285+0.204i\).

The prefactor is \(C=1.487\times10^{-4}\,i\ \mathrm{nm^{-2}}\), and with \(\varepsilon_l=18.485+0.602i\),

\[
C(\varepsilon_l-1)=(-0.0895+2.600\,i)\times10^{-3}\ \mathrm{nm^{-2}}.
\]

Widening every step by \(w\) moves each wall outward by \(w/2\). The eight wall overlaps sum to \(-2.2715+1.0140i\) nm, so

\[
\frac{dr}{dw}=C(\varepsilon_l-1)\,\frac{-2.2715+1.0140i}{2}\ \mathrm{nm}
=(-1.216-2.998\,i)\times10^{-3}\ \mathrm{nm^{-1}},
\]

\[
\frac{dR}{dw}=2\left[(-0.7807)(-0.001216)+(-0.0294)(-0.002998)\right]\mathrm{nm^{-1}}
=0.0021\ \mathrm{nm^{-1}} .
\]

Central differences of \(r\) for width changes \(w=\pm0.02\) nm agree with the overlap value to better than one part in \(10^4\). Using \(E^2\) or \(|E|^2\) in place of \(E\tilde E\) gives, for the coordinate origin chosen here, errors of 1.05 and 5.1 times \(|dr/dw|\).

For a full 1 nm of widening, a new solution gives \(\delta R=0.00185\), against 0.00208 at first order, which is 12% too large relative to the full change. The remainder in \(r\) has the expected order: it falls by a factor 3.99 when the widening is halved from 0.2 to 0.1 nm. A larger change separates (4) from (1). Moving the right wall of the second step by 6 nm gives \(\delta r=-0.014788-0.010108i\). The overlap with the perturbed field reproduces all these digits, whereas the unperturbed field gives \(-0.014611-0.009235i\), an error of 5% of \(|\delta r|\).

From the top, the four steps contribute \(+0.0031\), \(+0.0043\), \(-0.0017\) and \(-0.0036\) per nm to \(dR/dw\). Uniform widening thus benefits from little of the available sensitivity. Widening the upper two steps by 1 nm while narrowing the lower two by 1 nm would change \(R\) by 0.0126 at first order, six times as much. A single reflectance therefore cannot separate width from taper. Displacing the top by 1 nm relative to the foot, with each slice moved in proportion to its mid-height, changes \(R\) by only \(-4\times10^{-5}\) at first order. This line is not symmetric, so the value need not vanish; for a symmetric stepped line the computed \(|dr/da|\) is zero to rounding.

Silicon gratings of roughly this size are measured in semiconductor process control, but real lines have oxide, rounded corners and varying widths, and real instruments have finite angular spread. Dividing each resulting change of \(R\) by \(dR/dw\) gives the width error it would cause if ignored, with all else held fixed. A 1.5 nm oxide coating on the top, the side walls and the trench floor, with no separate layer on the narrow ledges between steps, gives 0.13 nm; coating the ledges as well raises this to 0.17 nm. These values are for oxide added outside an unchanged silicon core, so they refer to the width of the silicon. Grown oxide consumes silicon: if 44% of the layer replaces silicon of the original line, the shift is \(-1.3\) nm, and if the oxide lies wholly inside the stated outline it is \(-3.7\) nm. Top corners rounded to a 5 nm radius give less than 0.02 nm in magnitude when the rounded profile is solved in full. This smallness is accidental, because the change of \(R\) passes through zero between radii of 4 and 5 nm; radii of 8 and 10 nm give \(-0.21\) and \(-0.50\) nm. The estimate of 0.12 nm in the numerical output takes \(E\tilde E\) at the corner point instead of integrating it over the removed region, and is not reliable here; integrated over the region, the first-order value at 5 nm is \(-0.02\) nm. A uniform angular spread of \(\pm3^\circ\) in the plane of incidence gives 0.23 nm, and \(\pm2^\circ\) gives 0.10 nm. Slow width variation with a standard deviation of 1 nm gives \(-0.11\) nm. A polarizer leak of \(10^{-4}\) in power contributes at most 0.03 nm, and a band of \(\pm2\) nm at fixed index less than 0.001 nm. Warming by 10 K, at a rough index slope of \(4\times10^{-4}\) per kelvin and without thermal expansion, gives 0.16 nm. That is an index change of only 0.004, so the rough index used here cannot support an absolute width to a tenth of a nanometre. The imaginary part was held fixed in this estimate, although it also rises with temperature: an increase of 0.001 in it alone gives \(-0.05\) nm, and taking it as 0.044 instead of 0.07 shifts \(R\) by the equivalent of 1.3 nm. The sensitivity itself is also only a rough value: \(dR/dw\) falls from 0.0025 to 0.0017 per nm as the real part of the index rises from 4.25 to 4.35. The individual wall overlaps are listed in the numerical output.

## Calculated quantities

```
period 100 nm, wavelength 500 nm, angle 65 deg
silicon index 4.3 + 0.07i, eps = +18.4851 +0.6020i
k0 = 0.012566 /nm, kx = 0.011389 /nm, kz = 0.005311 /nm
prefactor C = i k0^2/(2 kz P) = 1.48673e-04 i /nm^2
C (eps - 1) = -8.95010e-05 +2.59956e-03i /nm^2
r forward  = -0.78071 -0.02935i
r reversed = -0.78071 -0.02935i
R = 0.61036, absorbed in lines 0.05109, into substrate 0.33854
|r| gap to real-space grid solver 8.5e-07, to 61 orders 5.9e-07
E forward, reversed at x=46, z=-30 nm: -0.039 +0.360i, +0.285 +0.204i
wall overlaps, integral E E_rev dz (nm), steps from the top:
 step 1 walls 32,66 nm: L +0.7132 +0.8559i, R +0.8133 +0.6616i
 step 2 walls 28,64 nm: L -0.9516 +0.9747i, R -0.7258 +1.1302i
 step 3 walls 24,62 nm: L -1.1483 -0.5421i, R -1.3026 -0.3081i
 step 4 walls 20,60 nm: L +0.2509 -0.7815i, R +0.0793 -0.9768i
sum of all eight wall overlaps = -2.2715 +1.0140i nm
dr/dwidth = -0.001216 -0.002998i /nm
dR/dwidth = +0.002075 /nm
dR/dwidth by step, top first: +0.003074, +0.004288, -0.001712, -0.003575 /nm
dr/dlean = +0.000011 +0.000389i /nm, dR/dlean = -0.000040 /nm
symmetric lines: |dr/dlean| = 2.1e-16 /nm
rigid shift: |signed sum|/sum of moduli = 3.2e-14
1 nm wider, full solution: delta r = -0.001074 -0.002802i
1 nm wider, delta R: full +0.001851, first order +0.002075
remainder of r at 0.2 nm over that at 0.1 nm = 3.986
relative error of dr/dwidth with E E: 1.054, with E E*: 5.106
6 nm move of one wall: true delta r        -0.014788 -0.010108i
6 nm move: overlap with perturbed field    -0.014788 -0.010108i
6 nm move: overlap with unperturbed field  -0.014611 -0.009235i
bare silicon r = -0.81733 -0.00283i
1 nm oxide film on bare silicon, first order: +0.000017 +0.000561i
1 nm oxide film on bare silicon, film formula: +0.000045 +0.000560i
neglected effects: change of R, equivalent width error
 native oxide 1.5 nm: +2.74e-04, +0.132 nm
 top corners, radius 5 nm, 1st order: +2.49e-04, +0.120 nm
 angular spread +-3 deg: +4.74e-04, +0.228 nm
 bandwidth +-2 nm: -7.21e-07, -0.000 nm
 10 K warmer, 4e-4 per K: +3.25e-04, +0.157 nm
 width variation, sigma 1 nm: -2.37e-04, -0.114 nm
 polarizer leak 1e-4, upper bound: +6.10e-05, +0.029 nm
```
